# Floor coverage and etch rate in a deep hole: two derivations

## What dimensions and symmetry fix

A hole of depth $L$ and width $d$ is etched by neutrals that stick to its floor and by ions that drive the reaction product off. Let $\Gamma_n$ and $\Gamma_i$ be the neutral and ion fluxes at the mouth, in particles per area and time. The unknown is the floor coverage $\theta$, the fraction of reaction sites holding an adsorbed neutral.

Suppose that no surface process has a rate of its own, as thermal desorption would. The two fluxes are then the only quantities that contain time. In steady state $\theta$ is a pure number, so it can depend on them only through $\Gamma_i/\Gamma_n$. Doubling both fluxes doubles the etch rate and leaves the coverage unchanged. If neutrals collide with the walls but not with each other, the gas brings in no length of its own. The probability $K$ that a neutral entering the mouth reaches the floor before it escapes then depends on the shape of the hole, not on its size. For a cylinder with diffuse entry and re-emission it is a function of the aspect ratio $L/d$. Dimensions alone do not show that the shape enters only through $K$; the derivations below show it for a straight hole with inert walls and a uniform floor. For such a hole

$$\theta=f\!\left(\frac{\Gamma_i}{\Gamma_n},K,\text{surface constants}\right),\qquad E=\frac{Y\Gamma_i}{n}\,\theta .$$

Here $E$ is the etch rate in depth per time, $n$ the number of substrate atoms per volume, and $Y$ the number of substrate atoms removed per ion at full coverage. The prefactor $Y\Gamma_i/n$ is a velocity. That $E$ is linear in $\theta$ is not fixed by dimensions; it is an assumption of the surface model below. What remains is to find $f$.

## The surface model

A neutral striking an occupied site is re-emitted, and one striking an empty site reacts with probability $S_0$. Averaged over the floor, the reaction probability is

$$S=S_0(1-\theta).$$

Each removed substrate atom carries away $x$ adsorbed neutrals. An ion therefore removes $\beta=xY$ neutrals from a full floor. From a partly covered floor it is taken to remove $\beta\theta$. This linear law is a model choice; a product that needs several neighbouring adsorbed neutrals could give a higher power of $\theta$. With $n_s$ sites per area and a total neutral flux $\Gamma_b$ at the floor,

$$n_s\frac{d\theta}{dt}=S_0(1-\theta)\Gamma_b-\beta\Gamma_i\theta. \tag{1}$$

The flux $\Gamma_b$ counts every arrival, including repeated arrivals of the same neutral.

Both derivations assume diffuse (cosine-law) re-emission, inert walls, a uniformly covered floor, and ions that all reach the floor. Bare-site sputtering, spontaneous etching, recombination of neutrals on occupied floor sites, redeposition of etch products and electric charging are left out. The hole is straight, with mouth and floor of equal area.

## First derivation: counting returns

Follow the neutrals one visit at a time. The first arrivals give a floor flux $K\Gamma_n$. At each visit a fraction $1-S$ is re-emitted.

A straight hole with diffusely re-emitting walls looks the same from either end. A neutral leaving the floor diffusely therefore reaches the mouth with the same probability $K$ with which one entering the mouth reaches the floor. It returns to the floor with probability $1-K$. Each visit thus produces on average $(1-S)(1-K)$ further visits, and

$$\Gamma_b=K\Gamma_n\sum_{j=0}^{\infty}\big[(1-S)(1-K)\big]^j=\frac{K\Gamma_n}{1-(1-S)(1-K)} .$$

Expanding the product in the denominator gives $1-(1-S-K+SK)=K+S(1-K)$, so

$$\Gamma_b=\frac{K\Gamma_n}{K+S(1-K)}. \tag{2}$$

An unreactive floor, $S=0$, receives the full mouth flux $\Gamma_n$ however deep the hole is. Returns make up for the small probability of a first arrival. A perfectly reactive floor, $S=1$, receives only $K\Gamma_n$. Depth starves the floor because the floor consumes neutrals.

In steady state (1) and (2) give

$$\frac{S_0(1-\theta)K\Gamma_n}{K+S_0(1-\theta)(1-K)}=\beta\Gamma_i\theta .$$

Divide numerator and denominator on the left by $K$, then divide both sides by $S_0\Gamma_n$. With

$$r=\frac{\beta\Gamma_i}{S_0\Gamma_n},\qquad a=\frac{S_0(1-K)}{K},$$

the balance becomes

$$\frac{1-\theta}{1+a(1-\theta)}=r\theta. \tag{3}$$

The number $r$ compares the ions' capacity to remove neutrals with the uptake of a bare, open surface. The number $a$ measures how strongly the hole throttles the supply to a bare floor. Multiplying out,

$$1-\theta=r\theta+ar\theta-ar\theta^2 ,$$

and collecting all terms on one side,

$$ar\,\theta^2-(1+r+ar)\,\theta+1=0. \tag{4}$$

## Second derivation: net flow between two emitters

Now ignore the histories of individual neutrals. Treat mouth and floor as two diffuse emitters, the mouth sending $\Gamma_n$ inward and the floor sending a flux $J$ upward. Without gas collisions the arrival flux is linear in both sources:

$$\Gamma_b=K\Gamma_n+\rho J,$$

where $\rho$ is the probability that a neutral emitted by the floor returns to it.

Equilibrium fixes $\rho$. Set $J=\Gamma_n$ and suppose that every wall element also emits $\Gamma_n$. Each element then sees the same diffuse flux from every direction and receives $\Gamma_n$, which is what an inert wall emits. This uniform state therefore solves the transport problem, and the floor too receives $\Gamma_n$. Hence $\Gamma_n=K\Gamma_n+\rho\Gamma_n$, or $\rho=1-K$.

The net neutral flux consumed at the floor is

$$N=\Gamma_b-J=K\Gamma_n+(1-K)J-J=K(\Gamma_n-J).$$

Since $J=\Gamma_b-N$, this reads $N/K=\Gamma_n-\Gamma_b+N$, and therefore

$$\Gamma_b=\Gamma_n-\frac{1-K}{K}N. \tag{5}$$

The floor flux equals the mouth flux minus a drop proportional to consumption, as the voltage at a load falls with the current drawn. Putting $\Gamma_b=N/S$ into (5) and dividing by $N$ gives the series-resistance form

$$\frac{\Gamma_n}{N}=\frac1S+\frac1K-1 .$$

The $-1$ makes the transport resistance vanish for an open surface, $K=1$.

In steady state the consumption is set by the ions: $N=\beta\Gamma_i\theta$. It also equals $S_0(1-\theta)\Gamma_b$. With (5),

$$\beta\Gamma_i\theta=S_0(1-\theta)\left[\Gamma_n-\frac{1-K}{K}\beta\Gamma_i\theta\right].$$

Divide by $S_0\Gamma_n$. Because $\beta\Gamma_i/\Gamma_n=S_0r$, the last term in the bracket becomes $S_0r\theta(1-K)/K=ar\theta$, and

$$r\theta=(1-\theta)(1-ar\theta)=1-\theta-ar\theta+ar\theta^2 .$$

Moving $r\theta$ to the right reproduces (4).

## Choosing the root

Call the left side of (4) $P(\theta)$. Then $P(0)=1$ and $P(1)=ar-1-r-ar+1=-r<0$. For $a>0$ the parabola opens upward, so one root lies between 0 and 1 and the other above 1. Coverage is the smaller root. With $B=1+r+ar$,

$$\theta=\frac{B-\sqrt{B^2-4ar}}{2ar}=\frac{2}{B+\sqrt{B^2-4ar}}. \tag{6}$$

The second form follows on multiplying numerator and denominator by $B+\sqrt{B^2-4ar}$, since the numerator becomes $4ar$. It stays regular for an open surface, $a=0$, where it gives $\theta=1/(1+r)$. The discriminant is positive:

$$B^2-4ar=(1+ar)^2-4ar+2r(1+ar)+r^2=(1-ar)^2+2r(1+ar)+r^2 .$$

This steady state is stable. By (2) the uptake is $S\Gamma_b=K\Gamma_nS/[K+S(1-K)]$, whose derivative with respect to $S$ is $K^2\Gamma_n/[K+S(1-K)]^2>0$. Uptake therefore falls as $\theta$ rises. If $\theta$ lies above its steady value, uptake is too small and removal too large, and the reverse holds below. The removal term alone makes a deviation decay as $e^{-t/\tau_0}$ with $\tau_0=n_s/(\beta\Gamma_i)$, and the change in uptake speeds the decay.

## The two limiting rates

**Ion-limited.** If the floor is nearly full, $\theta\to1$ and

$$E_i=\frac{Y\Gamma_i}{n}.$$

The aspect ratio has dropped out. To find when this holds, put $\delta=1-\theta$ in (3):

$$\delta=r(1-\delta)(1+a\delta)=r+ar\delta-r\delta-ar\delta^2 .$$

Hence $\delta(1-ar)=r-r\delta-ar\delta^2<r$, and for $ar<1$

$$1-\theta<\frac{r}{1-ar}.$$

A small $r$ is not sufficient. The bound guarantees a nearly full floor when $r\ll1-ar$, a condition that a deep enough hole violates.

**Neutral-limited.** If the floor is nearly bare, $1-\theta\to1$ in (3) gives $\theta\to1/[r(1+a)]$. Using $\beta=xY$ and $1+a=[K+S_0(1-K)]/K$,

$$E_n=\frac{Y\Gamma_i}{n}\,\frac{S_0\Gamma_n}{\beta\Gamma_i(1+a)}=\frac{\Gamma_n}{xn}\,\frac{S_0K}{K+S_0(1-K)} .$$

The ion flux has dropped out. The distance from this limit follows from (3):

$$\frac{E}{E_n}=r(1+a)\theta=\frac{(1+a)(1-\theta)}{1+a(1-\theta)}=1-\frac{\theta}{1+a(1-\theta)}. \tag{7}$$

The last step uses $(1+a)(1-\theta)=1+a(1-\theta)-\theta$. The shortfall relative to $E_n$ is smaller than $\theta$, and much smaller when $a(1-\theta)\gg1$. A deep hole can thus be neutral-limited while its floor is still substantially covered.

**Between the limits.** Since $E/E_i=\theta<1$ and (7) is also below 1, both limits are ceilings. They are equal when $r(1+a)=1$, which requires $r\le1$. There $ar=1-r$, and (4) becomes

$$(1-r)\theta^2-2\theta+1=0,\qquad \theta=\frac{1-\sqrt r}{1-r}=\frac1{1+\sqrt r}.$$

At fixed $r$ this is where $E$ lies furthest, in relative terms, below the smaller ceiling. The left side of (3) falls as $a$ grows, so $\theta$ falls too. Before the crossover $E/E_i=\theta$ therefore decreases. Beyond it, $\theta$ falls while $a(1-\theta)$ grows, so the ratio (7) rises.

**A sharp case.** Let $r\to0$ with $q=ar$ fixed, which describes a deep hole with abundant neutrals. Equation (4) factorizes:

$$q\theta^2-(1+q)\theta+1=(\theta-1)(q\theta-1)=0,\qquad \theta=\min(1,1/q).$$

Because $q=(\beta\Gamma_i/\Gamma_n)(1-K)/K$, the sticking probability has disappeared. A neutral gets so many chances to react that its reactivity no longer matters. This needs inert walls: any wall loss caps the number of returns, so a deeper hole no longer adds chances. The worked example below is also not in this limit. At aspect ratio 40 its rate is 49, 66.5 and 71 nm/min for $S_0=0.1$, 0.5 and 1, against 76 nm/min for the sharp case.

## Worked example

Take a cylindrical hole 100 nm wide, in the regime of silicon etched by chlorine atoms and argon ions. The surface constants are $S_0=0.5$, $Y=1$ and $x=3$, so $\beta=3$. The substrate density is $5\times10^{22}\ \mathrm{cm^{-3}}$ and the ion flux $10^{16}\ \mathrm{cm^{-2}\,s^{-1}}$. Chlorine atoms of mass $m$ at partial pressure $p=2$ mTorr and $T=400$ K supply

$$\Gamma_n=\frac{p}{\sqrt{2\pi mk_BT}}=5.90\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}} .$$

This is the one-sided flux of an ideal gas, a quarter of number density times mean speed. Then

$$r=\frac{3\times10^{16}}{0.5\times5.90\times10^{17}}=0.102,$$

$$E_i=\frac{10^{16}}{5\times10^{22}}\ \mathrm{cm/s}=2\ \mathrm{nm/s}=120\ \mathrm{nm/min}.$$

The transmission $K$ was found numerically by dividing the wall into rings and balancing the diffuse flux exchanged between rings, mouth and floor. At $L/d=10$ it is 0.1093, so $a=0.5\times0.8907/0.1093=4.07$ and $ar=0.414$. Then $B=1.516$, $\sqrt{B^2-4ar}=0.801$, and

$$\theta=\frac{2}{1.516+0.801}=0.863,\qquad E=120\times0.863=103.6\ \mathrm{nm/min}.$$

The results for other depths, all with the same mouth fluxes, are given below. With the 800 wall rings used, the rates at $L/d=40$ and 60 are high by up to 0.1 nm/min: converged transport gives $E_n=71.5$ and $\Gamma_b/\Gamma_n=0.126$ at 40, and $E=47.7$ at 60.

| $L/d$ | $K$ | $\theta$ | $\Gamma_b/\Gamma_n$ | $E$ (nm/min) | $E_n$ (nm/min) |
|---|---|---|---|---|---|
| 1 | 0.514 | 0.904 | 0.957 | 108.5 | 801 |
| 10 | 0.109 | 0.863 | 0.642 | 103.6 | 233 |
| 20 | 0.059 | 0.784 | 0.369 | 94.1 | 132 |
| 40 | 0.031 | 0.554 | 0.127 | 66.5 | 71.6 |
| 60 | 0.021 | 0.398 | 0.067 | 47.8 | 49.1 |

Between aspect ratios 1 and 10 the transmission falls almost fivefold, yet the rate falls by less than 5%. At aspect ratio 10 the floor is nearly full and only 7% of arrivals react. Returns keep the floor flux at 64% of the mouth flux, although 40% of the neutrals that ever reach the floor are eventually consumed. At aspect ratio 60 the rate is within 3% of the neutral ceiling although 40% of the sites are covered, as (7) allows.

The ceilings cross at $L/d=22.4$, where $\theta=1/(1+\sqrt{0.102})=0.758$ and $E=91$ nm/min. Taking the smaller ceiling there would overestimate the rate by about 32%.

These features depend strongly on the round inputs. With $Y=2$, or with half the chlorine pressure, the rate falls by 17% between aspect ratios 1 and 10 and the ceilings cross at 9.6. With $Y=3$ the figures are 29% and 5.4. If removal went as $\theta^3$ instead of $\theta$, the rates at aspect ratios 1, 10, 40 and 60 would be 92.9, 86.3, 58.4 and 44.4 nm/min.

Two numerical tests bear on the transport part. At $L/d=5$, where $K=0.191$, tracing 200,000 neutrals over a floor with $S=0.3$ reproduced $K$ within 2% and the reacted fraction $S\Gamma_b/\Gamma_n=0.132$ from (2) within 2.5%. At every depth in the table, iterating the local site balance with the computed ring exchange, without using (4), gave the same $\theta$ within $10^{-8}$. This second test treats the floor as one piece, so it confirms the return probability $1-K$ and the algebra, not the accuracy of $K$.

## What each derivation assumes

Both derivations need a floor that emits uniformly and diffusely. Neutrals arrive unevenly across a real floor. Resolving the floor into ten annuli at $L/d=40$ gave coverages from 0.560 at the centre to 0.548 at the edge, but changed the mean rate by only about 0.01%.

They differ in how they obtain the return probability. The first uses the mirror symmetry of a straight hole. The second uses the uniform equilibrium state, which exists for any shape with inert walls. It therefore covers a tapered hole as well, if $K$ is redefined as the first-arrival flux per floor area divided by $\Gamma_n$, and $\Gamma_i$ as the ion flux at the floor.

When the walls consume neutrals, both routes to the return probability fail, and (2) and (5) with them. A neutral that does not escape need not return, and a lossy wall does not emit all it receives, so the uniform state no longer exists. The return probability must then be computed separately. Once it is known, counting returns and the linear two-emitter relation with $J=(1-S)\Gamma_b$ give the same result. Let $K_w$ be the first-arrival probability and $\rho_w$ the return probability, both including wall loss. Then

$$\Gamma_b=\frac{K_w\Gamma_n}{1-\rho_w(1-S)}=\frac{K_w\Gamma_n}{(1-\rho_w)+\rho_wS}.$$

Inserting this in the steady form of (1) and dividing numerator and denominator by $1-\rho_w$ gives (3) again, with

$$r'=\frac{r(1-\rho_w)}{K_w},\qquad a'=\frac{S_0\rho_w}{1-\rho_w}.$$

The quadratic survives with new coefficients. Its neutral ceiling is $S_0K_w\Gamma_n/\{xn[1-\rho_w(1-S_0)]\}$.

## The example beside real etching

The inputs are rough typical values or round choices for low-pressure silicon etching, not data for a particular reactor. Real chlorine discharges also supply chlorine molecules and chlorine-bearing ions, which are omitted here. Several further assumptions can fail badly in deep holes, and two of them are treated first. Each is changed alone below, and the corrections do not add.

The first is the inert wall. If a neutral is lost with probability 0.001 per wall collision, the rate falls from 103.6 to 100.8 nm/min at aspect ratio 10, and from 66.5 to about 31 nm/min at 40. With probability 0.01 the rates are 75.7 and 1.3 nm/min. In the last case the floor is almost bare, so the lossy neutral ceiling applies. Its bracket lies between $S_0$ and 1 and can lower the rate by at most a factor of two. Most of the collapse must therefore come from $K_w$. Both loss probabilities are illustrative; at 0.1 the rate is already down to 10 nm/min at aspect ratio 10, against 104 nm/min at aspect ratio 1. All these figures let a lost atom vanish. If the loss is recombination to chlorine molecules, the chlorine stays in the hole and can still reach the floor. Suppose a molecule is not lost on the walls and adsorbs on the floor with probability $0.1(1-\theta)$, delivering two atoms. The rates at wall loss 0.01 are then 89.5 and 49.5 nm/min instead of 75.7 and 1.3. If the molecule adsorbs as readily as the atom, the inert-wall rates return. The collapse therefore applies only when the lost chlorine can no longer feed the floor.

The second is that all ions reach the floor. For 100 eV ions with a transverse temperature of 0.05 eV, 75% arrive without touching a wall at aspect ratio 10, and 24% at 40. If the others contributed nothing, the rates would be 81.5 and 27.3 nm/min. The coverages would then be 0.90 and 0.96, so the deep floor would be nearly full and limited by ion arrival, not by the neutral starvation seen in the table. These figures spread the arriving ions evenly over the floor. The direct ions in fact favour the centre: at aspect ratio 10 the local rate runs from about 105 nm/min at the centre to about 49 at the wall, with a mean of 81.1, so the floor would not stay flat. The transverse temperature is illustrative and matters: at 0.2 eV the direct fractions are 52% and 7%, and the rates about 59 and 9 nm/min. Ions that graze the wall may be reflected towards the floor and raise the rate. Charging of insulating walls can deflect ions further and has not been estimated.

Redeposition can also matter. With inert surfaces a product molecule returns to the floor $(1-K)/K$ times on average before it escapes, 8 times at aspect ratio 10 and 31 times at 40. With an illustrative sticking probability of 0.01 on the floor alone, 7.5% and 24% of the product redeposits there. The net rates are then 95.8 and 50.8 nm/min if the chlorine of the redeposited product is lost, and 97.2 and 63.1 nm/min if it returns to the floor sites. If it sticks to the walls with the same probability, only 29% and 0.3% escapes. If a neutral striking an occupied floor site recombines with probability 0.1 and takes the adsorbed atom away with it, the rates fall to about 80 and 51 nm/min. If only the arriving neutral is lost and the site stays occupied, they fall to 95.9 and 58.0 nm/min. The first pair treats the molecule formed as inert; if it adsorbs with probability $0.1(1-\theta)$, those rates are about 86 and 60 nm/min.

Gas collisions are negligible here, and bare-site sputtering is a small correction only while the floor stays substantially covered. Spontaneous etching has not been estimated. With inert walls, a bare-site sputter yield of 0.05 atoms per ion adds about 4% at aspect ratio 40 and 8% at 60, at fixed coverage. On the almost bare floor of the case with wall loss 0.01 at aspect ratio 40 it would give about 6 nm/min, more than four times the 1.3 nm/min of the model. At a total pressure of 10 mTorr and an assumed collision diameter of 0.4 nm, the mean free path is 5.8 mm, against a greatest depth of 6 µm, so molecular flow holds. With $10^{15}$ sites per $\mathrm{cm^2}$, $\tau_0=33$ ms. The floor advances less than 0.07 nm in that time, so the coverage follows the slowly changing depth.

Within the model, the rate is insensitive to depth if $r\ll1-ar$ at the greatest depth. Raising $\Gamma_n$ at fixed $\Gamma_i$ moves towards this condition. Lowering $\Gamma_i$ at fixed $\Gamma_n$ does so too, but it lowers the rate at every depth. Neither step ensures uniform etching if wall loss, ion loss or redeposition is large. The remaining values are in the numerical output below.

## Numbers as computed

```
Hole diameter: 100 nm
Gas temperature: 400 K
Cl partial pressure: 2.0 mTorr
Neutral flux: 5.900e+17 cm^-2 s^-1
Ion flux: 1.00e+16 cm^-2 s^-1
Ion current density: 1.60 mA/cm2
S0 = 0.50, Y = 1.0 atoms/ion, x = 3.0, beta = 3.0
Substrate density: 5.0e+22 cm^-3
Ion load r: 0.1017 (dimensionless)
Ion-limited rate: 120.0 nm/min
AR | K | a | theta | floor/mouth flux | rate | neutral ceiling (nm/min)
 1 | 0.5142 | 0.472 | 0.904 | 0.957 | 108.5 | 801.4
 5 | 0.1909 | 2.119 | 0.888 | 0.809 | 106.6 | 378.4
10 | 0.1093 | 4.074 | 0.863 | 0.642 | 103.6 | 232.6
20 | 0.0595 | 7.909 | 0.784 | 0.369 | 94.1 | 132.4
40 | 0.0313 | 15.491 | 0.554 | 0.127 | 66.5 | 71.6
60 | 0.0213 | 23.023 | 0.398 | 0.067 | 47.8 | 49.1
Crossover aspect ratio: 22.4
Crossover K: 0.0536
Crossover theta: 0.758
Crossover rate: 91.0 nm/min
Site density: 1.0e+15 cm^-2
Coverage relaxation time bound: 33.3 ms
Depth etched in that time at most: 0.067 nm
Ion energy: 100 eV
Transverse ion temperature: 0.05 eV
Bare-site sputter yield: 0.05 atoms/ion
AR 10, wall loss probability 0.001: rate 100.8 nm/min
AR 10, wall loss probability 0.010: rate 75.7 nm/min
AR 10, ions reaching floor directly: 75.1 %
AR 10, rate with only those ions: 81.5 nm/min
AR 10, bare-site sputtering adds: 0.79 %
AR 10, uneven floor changes mean rate: -0.005 %
AR 10, theta at centre and edge: 0.8642, 0.8623
AR 40, wall loss probability 0.001: rate 31.0 nm/min
AR 40, wall loss probability 0.010: rate 1.3 nm/min
AR 40, ions reaching floor directly: 23.6 %
AR 40, rate with only those ions: 27.3 nm/min
AR 40, bare-site sputtering adds: 4.02 %
AR 40, uneven floor changes mean rate: -0.012 %
AR 40, theta at centre and edge: 0.5602, 0.5482
Total pressure: 10 mTorr
Assumed collision diameter: 0.4 nm
Gas mean free path: 5.8 mm
Mean free path / deepest hole: 971
```
